# Hamon's conversion of absorption current to loss, and why 0.63 works

A capacitor filled with a linear, time-invariant dielectric has vacuum capacitance $C_0$, meaning the capacitance of the same electrodes without the dielectric. A voltage $V(t)$ puts on it the charge

$$Q(t)=C_0\left[\varepsilon_\infty V(t)+\int_0^\infty f(s)\,V(t-s)\,ds\right],$$

where $\varepsilon_\infty$ is the relative permittivity of the part that follows at once and $f$, a rate in s$^{-1}$, describes the delayed polarization. If the voltage is zero before $t=0$ and has the constant value $V$ afterwards, the integral equals $V\int_0^t f(s)\,ds$. Differentiating $Q$ and adding the steady conduction through a conductance $G$ gives, for $t>0$,

$$i_{\rm total}(t)=C_0V f(t)+GV .$$

The instantaneous part contributes a charging spike at $t=0$. The absorption current is what remains after the spike has passed and the steady current has been subtracted: $i(t)=C_0Vf(t)$.

For a sinusoidal voltage, the real part of $V e^{i\omega t}$, the same superposition gives $Q=C_0\varepsilon^*(\omega)Ve^{i\omega t}$ with $\varepsilon^*=\varepsilon_\infty+\int_0^\infty f(s)e^{-i\omega s}ds$. With the convention $\varepsilon^*=\varepsilon'-i\varepsilon''$, the loss is therefore

$$\varepsilon''(\omega)=\int_0^\infty f(t)\sin\omega t\,dt. \tag{1}$$

Conduction adds $G/(\omega C_0)$ to the measured loss and is kept apart here.

Equation (1) asks for the current at all times. Hamon's conversion replaces the integral by a single reading of the current. It rests on the power law $f(t)=At^{-n}$, where $A$ has the unit s$^{n-1}$. Put $u=\omega t$, so that $dt=du/\omega$ and $t^{-n}=\omega^n u^{-n}$. Then

$$\varepsilon''(\omega)=A\,\omega^{n-1}g(n),\qquad g(n)=\int_0^\infty u^{-n}\sin u\,du. \tag{2}$$

Near $u=0$ the integrand behaves as $u^{1-n}$, which is integrable if $n<2$. At large $u$ the oscillation makes the integral converge if $u^{-n}$ decreases to zero, that is if $n>0$. Hence (2) holds for $0<n<2$.

No real current follows one power law at all times. The charge $\int t^{-n}dt$ diverges at long times for $n\le1$ and at short times for $n\ge1$. What is needed is a power law over a wide enough window $t_0<t<T$ around $1/\omega$. For a positive decreasing $f$, the part of (1) beyond $T$ is at most $2f(T)/\omega$ in magnitude, because successive half-waves of the sine alternate in sign and shrink. Relative to the loss (2), the power-law tail thus matters by at most $2(\omega T)^{-n}/g(n)$. Before $t_0$, the inequality $\sin\omega t\le\omega t$ limits the power-law contribution to $A\omega t_0^{2-n}/(2-n)$, a relative share of at most $(\omega t_0)^{2-n}/[(2-n)g(n)]$. Both are upper bounds. The second covers only a current that stays between zero and the power law before $t_0$. A larger early current, such as a fast relaxation, contributes up to $\omega\int_0^{t_0}t f(t)\,dt$, about $\Delta\varepsilon\,\omega\tau$ for a Debye process of strength $\Delta\varepsilon$ and time constant $\tau\ll1/\omega$, and this is not limited by the power law. For small $n$ the first one guarantees a small error only if the window after $1/\omega$ is very long, but a current that departs smoothly from the power law can do much less harm: for $f\propto e^{-t/T}$, which is constant up to about $T$, the loss is $1/[1+(\omega T)^{-2}]$ times that of a constant $f$ (the limit $n\to0$). For $n$ near 2 and $\omega t_0\ll1$ the second bound is close to the actual share, so there a long window before $1/\omega$ is really needed.

To evaluate $g(n)$, write the power as a superposition of exponentials,

$$u^{-n}=\frac1{\Gamma(n)}\int_0^\infty s^{n-1}e^{-us}\,ds,$$

and integrate over $u$ first, up to a finite limit $U$. The order may be exchanged because the double integral of the absolute value is $\Gamma(n)\int_0^U|\sin u|\,u^{-n}du$, which is finite for $n<2$. The inner integral is elementary:

$$\int_0^U e^{-us}\sin u\,du=\frac{1-e^{-Us}(\cos U+s\sin U)}{1+s^2}.$$

Since $(1+s)/(1+s^2)<2$ for $s\ge0$, the term containing $U$ contributes less than $2\int_0^\infty s^{n-1}e^{-Us}ds=2\,\Gamma(n)U^{-n}$ to the integral over $s$. This vanishes as $U\to\infty$, and

$$g(n)=\frac1{\Gamma(n)}\int_0^\infty\frac{s^{n-1}}{1+s^2}\,ds .$$

With $v=s^2$ one has $s^{n-1}ds=\tfrac12v^{n/2-1}dv$, and the integral becomes half of the beta integral $\int_0^\infty v^{a-1}(1+v)^{-1}dv=\Gamma(a)\Gamma(1-a)$ with $a=n/2$. So

$$g(n)=\frac{\Gamma(n/2)\,\Gamma(1-n/2)}{2\,\Gamma(n)} .$$

The duplication formula $\Gamma(n)=2^{n-1}\pi^{-1/2}\,\Gamma(n/2)\,\Gamma((n+1)/2)$ removes one gamma function:

$$g(n)=\sqrt\pi\;2^{-n}\,\frac{\Gamma(1-n/2)}{\Gamma((1+n)/2)} . \tag{3}$$

The reflection formula leads instead to the familiar form. From $\Gamma(n/2)\Gamma(1-n/2)=\pi/\sin(\pi n/2)$ and $1/\Gamma(n)=\Gamma(1-n)\sin(\pi n)/\pi$ it follows that

$$g(n)=\Gamma(1-n)\,\frac{\sin\pi n}{2\sin(\pi n/2)}=\Gamma(1-n)\cos\frac{n\pi}2 .$$

This form reads infinity times zero at $n=1$, whereas (3) gives $g(1)=\pi/2$ directly.

Now compare the loss with the quantity

$$\frac{i(t)}{\omega C_0V}=\frac{At^{-n}}{\omega}=A\,\omega^{n-1}(\omega t)^{-n}.$$

It equals (2) when $(\omega t)^{-n}=g(n)$. The conversion

$$\varepsilon''(\omega)=\frac{i(t)}{\omega C_0V}\quad\text{at}\quad \omega t=x(n)=g(n)^{-1/n} \tag{4}$$

is thus exact for a pure power law with $0<n<2$. Hamon's rule replaces $x(n)$ by one constant $c$, usually 0.63, so that $n$ need not be known. In terms of the frequency $\nu=\omega/2\pi$, a reading at time $t$ gives the loss at $\nu=0.63/(2\pi t)\approx0.1/t$, with the value $\varepsilon''\approx i(t)\,t/(0.63\,C_0V)$.

The price of a fixed constant is found by dividing the estimate $A\omega^{n-1}c^{-n}$ by the true loss:

$$R=\frac{c^{-n}}{g(n)}=\left[\frac{x(n)}{c}\right]^n. \tag{5}$$

The error in the loss therefore depends on the ratio $x/c$ raised to the power $n$. This matters at small $n$, where $x(n)$ is not close to 0.63. Let $L(n)=\ln g(n)$. From (3), with $\psi$ the derivative of $\ln\Gamma$ and $\gamma$ Euler's constant,

$$L'(0)=-\ln2-\tfrac12\psi(1)-\tfrac12\psi(\tfrac12)=-\ln2+\tfrac12\gamma+\tfrac12(\gamma+2\ln2)=\gamma .$$

Since $L(0)=0$, $x(n)=e^{-L(n)/n}$ tends to $e^{-\gamma}\approx0.5615$ as $n\to0$. Yet $R\to1$, because a slowly varying current has nearly the same value at the slightly wrong time. A steady current is the limiting case: $i=GV$ inserted in the rule gives $G/(\omega C_0)$, the correct conduction loss, for any $c$.

The reason for a constant near 0.63 lies in a symmetry of (3). Replacing $n$ by $1-n$ exchanges the two gamma functions, so for $0<n<1$

$$g(n)\,g(1-n)=\sqrt\pi\,2^{-n}\cdot\sqrt\pi\,2^{-(1-n)}=\frac\pi2 . \tag{6}$$

This product has a direct meaning. The sine transform turns $t^{-n}$ into $g(n)\,\omega^{-(1-n)}$, and a second sine transform turns that into $g(n)g(1-n)\,t^{-n}$. Two successive sine transforms return the original function times $\pi/2$, and that is the constant in (6).

In logarithms, $L(n)+L(1-n)=\ln(\pi/2)$. At $n=\tfrac12$ this gives $L(\tfrac12)=\tfrac12\ln(\pi/2)$. Together with $L(0)=0$ and $L(1)=\ln(\pi/2)$ it places three points of the curve $L(n)$ on the straight line $n\ln(\pi/2)$. Had $L$ been this line throughout, $x(n)$ would have been $2/\pi$ for every exponent. As it is,

$$x(\tfrac12)=x(1)=\frac2\pi\approx0.6366 .$$

It remains to see how far $L$ departs from the line. Define $D(n)=L(n)-n\ln(\pi/2)$. For $c=2/\pi$, equation (5) gives $\ln R=n\ln(\pi/2)-L(n)=-D(n)$, so $-D$ is the logarithm of $R$ and, being small, nearly the relative error of the loss. It vanishes at $0,\tfrac12,1$. For any other $n$ in $(0,1)$, choose the number $K$ so that

$$F(z)=D(z)-K\,z(z-\tfrac12)(z-1)$$

also vanishes at $z=n$. Then $F$ has four zeros in $[0,1]$. Between neighbouring zeros of a smooth function its derivative vanishes, so $F'$ has at least three zeros, $F''$ two and $F'''$ one, at some $\xi$. There $0=D'''(\xi)-6K$. Since $D$ and $L$ differ by a linear function, $K=L'''(\xi)/6$, and $F(n)=0$ becomes

$$D(n)=n\left(n-\tfrac12\right)(n-1)\,\frac{L'''(\xi)}6 . \tag{7}$$

Three differentiations of the logarithm of (3) bring a factor $(-\tfrac12)^3$ from the first gamma function and $-(\tfrac12)^3$ from the second:

$$L'''(n)=\tfrac18\left[q\!\left(1-\tfrac n2\right)+q\!\left(\tfrac{1+n}2\right)\right],\qquad q(z)=-\psi''(z)=\sum_{k=0}^\infty\frac{2}{(k+z)^3}.$$

The function $q$ is positive and convex, so $L'''$ is positive and convex in $n$. It is also unchanged under $n\to1-n$. On $[0,1]$ it is therefore smallest at $n=\tfrac12$, where it is 1.326, and largest at the ends. With $q(1)=2\zeta(3)$ and $q(\tfrac12)=16\sum_k(2k+1)^{-3}=14\,\zeta(3)$, the end value is $2\zeta(3)\approx2.404$.

The cubic in (7) is $y(y^2-\tfrac14)$ with $y=n-\tfrac12$. Its extrema lie at $y^2=\tfrac1{12}$ and have magnitude $\tfrac1{\sqrt{12}}\cdot\tfrac16=\sqrt3/36$. Hence, for $c=2/\pi$ and $0\le n\le1$,

$$|\ln R|\le\frac{\sqrt3}{36}\cdot\frac{2\zeta(3)}6=\frac{\sqrt3\,\zeta(3)}{108}\approx0.019 . \tag{8}$$

The largest value actually reached is smaller, 0.0116, at $n=0.207$ and at its mirror point $1-n$. So a single constant converts every power law with an exponent between 0 and 1 with an error of about 1.2% of the loss or less. The sign follows from (7). The cubic is positive for $0<n<\tfrac12$, so the loss is underestimated there, and negative for $\tfrac12<n<1$, where it is overestimated.

The usual 0.63 is slightly below $2/\pi$. By (5), the change multiplies $R$ by $[2/(0.63\pi)]^n$, which raises the estimate by 1.05% at $n=1$. This worsens the overestimate at $n=0.8$ from 1.2% to 2.0%, but reduces the underestimate at $n=1.2$ from 4.4% to 3.2%. Over the whole range $0\le n\le1.2$ the worst error is 3.2% for 0.63 and 4.4% for $2/\pi$. The constant with the smallest worst error on this range is 0.626, with 2.5%. The value 0.63 is thus a good compromise if exponents somewhat above 1 are to be included. The function $x(n)$ itself has a flat maximum of 0.646 at $n=0.754$ and passes through 0.63 at $n=0.42$ and $n=1.07$.

Above $n=1$ the argument leading to (7) still applies, with $\xi$ between 0 and $n$. All factors are then positive, so the rule with $2/\pi$ underestimates the loss. The error grows quickly because $\Gamma(1-n/2)$ in (3) has a pole at $n=2$. Near it $\Gamma(1-n/2)\approx2/(2-n)$, and with $\Gamma(\tfrac32)=\sqrt\pi/2$

$$g(n)\approx\frac{\sqrt\pi}4\cdot\frac2{2-n}\cdot\frac2{\sqrt\pi}=\frac1{2-n},\qquad x(n)\approx\sqrt{2-n}\to0 .$$

Physically, the integrand $u^{1-n}$ then collects its weight at $u\ll1$: the loss is decided by the current at times much shorter than $1/\omega$, and a reading near $0.63/\omega$ misses it. With $c=0.63$ the estimate is 5% too low at $n=1.25$, 10% too low at $n=1.355$ and 20% too low at $n=1.5$.

Consider a film with $C_0=100$ pF under $V=100$ V, whose absorption current is 200 pA at 1 s and falls with $n=0.8$. These are round model parameters. The amplitude is

$$A=\frac{200\times10^{-12}\ \text{A}}{(100\times10^{-12}\ \text{F})(100\ \text{V})}\ \text{s}^{0.8}=0.020\ \text{s}^{-0.2}.$$

At $t=100$ s the current is $200\ \text{pA}\times100^{-0.8}=5.02$ pA. The rule assigns this reading to $\omega=0.63/(100\ \text{s})=6.30$ mrad/s, or $\nu=1.003$ mHz, and gives

$$\varepsilon''\approx\frac{5.02\times10^{-12}\ \text{A}}{(6.30\times10^{-3}\ \text{s}^{-1})(1.00\times10^{-8}\ \text{C})}=0.0797 .$$

Direct numerical integration of (1) at the same frequency gives 0.0782, so the rule is 2.0% too high, as (5) requires for $n=0.8$. If the exponent is known, the same reading can be assigned to $\omega=x(0.8)/t=6.459$ mrad/s. The conversion and the integral then agree at 0.0778. The loss at a millihertz has been obtained from a reading at 100 s, whereas one period at that frequency lasts about 1000 s.

Measured currents often bend on a logarithmic plot. If $f$ is a sum of power laws with positive amplitudes, both the estimate and the true loss are sums over the terms. The overall $R$ is then the average of the separate values of $R$, each weighted by its term's share of the true loss, and it lies between the smallest and the largest of them. For $t^{-0.3}+t^{-0.9}$ in reduced units at $\omega=1$, the error with 0.63 is $+0.7\%$, between $-0.7\%$ and $+1.8\%$ for the two terms alone.

Such a sum flattens with time. A current that steepens is not covered by this argument. For $f=1/(t^{0.5}+t^{1.2})$, again in reduced units, the error is $+4.6\%$ at $\omega=0.1$ and $+4.0\%$ at $\omega=1$. These exceed the overestimate for any single power law with $0\le n\le1.2$, so the bend itself adds to the error. At $\omega=0.01$, where the current is already close to $t^{-1.2}$, the error is $+0.6\%$ and not the $-3.2\%$ of the pure law. Relative to a pure $t^{-1.2}$, the bend must therefore have lowered the true loss by about 4% more than it lowered the reading. A plausible reason is that the loss also draws on earlier times, at which the current falls further below the continued late power law.

The rule fails badly for an exponential current at low frequency. For a Debye process of unit strength, $f=e^{-t/\tau}/\tau$, the true loss and the estimate are

$$\varepsilon''=\frac{\omega\tau}{1+\omega^2\tau^2},\qquad \frac{i(c/\omega)}{\omega C_0V}=\frac{e^{-c/\omega\tau}}{\omega\tau}.$$

At $\omega\tau=10$ they are 0.099 and 0.094, and at the loss peak, $\omega\tau=1$, they are 0.500 and 0.533. At $\omega\tau=0.1$ the true loss is 0.099 but the estimate is 0.018. The local exponent $-d\ln f/d\ln t=t/\tau$ shows why: at the reading time $t=0.63/\omega$ it is 6.3, far outside $0<n<2$. The current has almost died out when it is read, while the loss still reflects the charge that flowed earlier. A practical check is thus to determine the slope of $\ln i$ against $\ln t$, and not only at the reading itself. At $\omega\tau=3$ the local exponent at the reading is just 0.21, yet the estimate is 0.270 where the true loss is 0.300, which is 10% too low, because the current soon falls faster. An error of a few per cent can be expected where the magnitude of the slope is below about 1.2 and nearly constant over a wide window on both sides of the reading, as the bounds given after (2) require, and where no strong faster process precedes that window. Adding to the film above a Debye process of strength 10 with $\tau=0.1$ s leaves the slope at 0.8 from about 2 s onwards. It nevertheless adds $\Delta\varepsilon\,\omega\tau=0.0063$, or 8%, to the loss at 1 mHz, and the reading at 100 s does not see this. The numerical output lists the errors for the individual exponents and cases.

## Numbers as computed

```
n, g(n) by quadrature, x(n), error % for 0.63, error % for 2/pi
0.1  1.05547  0.5828  -0.78  -0.88
0.2  1.10725  0.6009  -0.94  -1.15
0.3  1.15658  0.6158  -0.68  -0.99
0.5  1.25331  0.6366  +0.52  -0.00
0.7  1.35814  0.6458  +1.75  +1.00
0.8  1.41865  0.6459  +2.01  +1.16
0.9  1.48824  0.6429  +1.84  +0.89
1.0  1.57080  0.6366  +1.05  -0.00
1.2  1.79883  0.6131  -3.22  -4.42
1.5  2.50663  0.5419  -20.22  -21.46
1.8  5.45769  0.3895  -57.91  -58.69
2/pi = 0.63662; g(0.2)*g(0.8) = 1.57080; pi/2 = 1.57080
third derivative of ln g: 1.3257 at n=0.5, 2.4041 at n=0 and 1
|ln R| for 2/pi, n in 0..1: bound 0.01928, actual maximum 0.01157 at n = 0.207 and its mirror
x(n) for n -> 0: 0.5615
largest x(n): 0.6462 at n = 0.754
x(n) = 0.63 at n = 0.423 and n = 1.071
worst error, n in 0..1.2: 3.22 % for 0.63, 4.42 % for 2/pi
best constant for n in 0..1.2: 0.6263, worst error 2.52 %
error for 0.63 reaches -5 % at n = 1.250
error for 0.63 reaches -10 % at n = 1.355
sum t^-0.3 + t^-0.9 at w=1: error +0.74 %
steepening current (0.5 -> 1.2): w (reduced), error % for 0.63
0.01  +0.57
0.1  +4.55
1  +4.03
10  +0.91
100  +0.47
Debye: w*tau, true loss, Hamon loss with 0.63 (unit strength)
0.1  0.0990  0.0184
1  0.5000  0.5326
10  0.0990  0.0939
example: C0 = 100 pF, V = 100 V, i(1 s) = 200 pA, n = 0.8, t = 100 s
A = i(1 s)/(C0 V) = 0.0200 s^(n-1)
i(t) = 5.0238 pA
w = 6.300 mrad/s, frequency = 1.0027 mHz
frequency * t = 0.1003
loss eps'': Hamon 0.07974, quadrature 0.07817, error +2.01 %
with w*t = x(0.8): w = 6.4589 mrad/s, Hamon 0.07778, quadrature 0.07778
```
